# Length and velocity oscillator strengths of helium at finite nuclear mass, part 2

The problem is the oscillator strength of the helium line from $1\,^1S$ to $2\,^1P$ with a point nucleus of charge 2 and finite mass. The questioner proposed $\mathbf P/\mu$ as the velocity operator.

In atomic units the electron mass, $\hbar$ and the elementary charge are 1; energies are in hartree and lengths in bohr. $M$ is the nuclear mass in electron masses. The electron positions $\mathbf r_1,\mathbf r_2$ are measured from the nucleus, $r_{12}$ is the distance between the electrons, and $\mathbf p_i=-i\nabla_{\mathbf r_i}$ are the conjugate momenta. The length operator is $\mathbf R=\mathbf r_1+\mathbf r_2$, and $\mathbf P=\mathbf p_1+\mathbf p_2$. The internal Hamiltonian is

$$H=\frac{p_1^2+p_2^2}{2\mu}+\frac{\mathbf p_1\cdot\mathbf p_2}{M}+V,\qquad \frac1\mu=1+\frac1M,$$

where $V$ is the Coulomb potential and $\mathbf p_1\cdot\mathbf p_2/M$ is the mass polarization. The velocity operator $\mathbf W=i[H,\mathbf R]$ is

$$\mathbf W=\Big(\frac1\mu+\frac1M\Big)\mathbf P=\Big(1+\frac2M\Big)\mathbf P .$$

The second $1/M$ comes from the commutator of mass polarization with $\mathbf R$. For eigenstates $|0\rangle,|n\rangle$ of this same $H$, with energies $E_0,E_n$ and $\omega=E_n-E_0$, the identity $\langle n|\mathbf W|0\rangle=i\omega\langle n|\mathbf R|0\rangle$ holds. With $|0\rangle$ an $S$ state and $|n\rangle$ the $z$ component of the final $P$ level, the length and velocity forms of the oscillator strength are

$$f_L=2\omega\,|\langle n|R_z|0\rangle|^2,\qquad f_V=\frac2\omega\,|\langle n|W_z|0\rangle|^2 ,$$

and they are equal. With $\mathbf P/\mu$ in place of $\mathbf W$, the velocity form gives a strength $f_V'$ with

$$\frac{f_V'}{f_L}=\Big(\frac{M+1}{M+2}\Big)^2 .$$

The questioner now objects that mass polarization could be dropped from the Hamiltonian as well: then $\mathbf P/\mu$ is the right commutator, and the two forms agree. The answer follows.

**A:** They do, and this limits the claim. Agreement requires the commutator with mass polarization when the states are eigenstates of the Hamiltonian that contains it. If you remove the term in both places, you have a consistent calculation for a different Hamiltonian. Agreement of the forms is required if states, energies and operator belong together. It does not show that the Hamiltonian is right.

**Q:** Suppose I keep the states without mass polarization and correct the transition energy alone. Which operator should I use?

**A:** Neither will do in general. Let $\omega_0$ and $z_0$ be the transition energy and the length amplitude without the term, and let $\omega$ be the corrected energy. For these states $|\langle P_z/\mu\rangle|=\omega_0|z_0|$. Your length strength is $2\omega z_0^2$, and the velocity strength with $\mathbf P/\mu$ is $(2/\omega)\,\omega_0^2z_0^2$. Their ratio is $(\omega_0/\omega)^2$, so they disagree as soon as the energy is shifted. The full operator would multiply this ratio by $[(M+2)/(M+1)]^2$.

A consistent first-order calculation corrects the states too. Write $H=H_0+h$ with $h=\mathbf p_1\cdot\mathbf p_2/M$. Denote the uncorrected states by $|0_0\rangle,|n_0\rangle$, their first-order changes by $|0_1\rangle,|n_1\rangle$, and the first-order change of the transition energy by $\omega_1$. The first-order part of $\langle n|i[H,R_z]|0\rangle=i\omega\langle n|R_z|0\rangle$ is

$$\begin{aligned}
&\langle n_0|i[h,R_z]|0_0\rangle+\langle n_1|i[H_0,R_z]|0_0\rangle+\langle n_0|i[H_0,R_z]|0_1\rangle\\
&\quad=i\omega_1\langle n_0|R_z|0_0\rangle+i\omega_0\big(\langle n_1|R_z|0_0\rangle+\langle n_0|R_z|0_1\rangle\big).
\end{aligned}$$

The first term on the left is the commutator with mass polarization. It has the same order as the changes of states and energy, so it cannot be neglected beside them.

**Q:** All this concerns one line at a time. Is there a check that does not depend on a particular final state?

**A:** Yes, the sum of $f_L$ over all final states provides such a check. To find its value, expand the double commutator in the initial state:

$$\langle0|[R_z,[H,R_z]]|0\rangle=\langle0|2R_zHR_z-R_z^2H-HR_z^2|0\rangle=2\langle0|R_z(H-E_0)R_z|0\rangle .$$

Inserting a complete set of states, continuum included, turns the right side into $\sum_n2(E_n-E_0)|\langle n|R_z|0\rangle|^2=\sum_nf_L$. For the left side, $[H,R_z]=-iW_z=-i(1+2/M)P_z$. With two electrons $[R_z,P_z]=2i$, and $-i\cdot2i=2$. Hence

$$\sum_n f_L=2\Big(1+\frac2M\Big).$$

The length operator contains no mass, and still both contributions $1/M$ appear. Without mass polarization in $H$ the sum would be $2(1+1/M)$.

**Q:** For helium $2/M$ is a few parts in ten thousand. Can a calculation with approximate states resolve that?

**A:** It can if the error of the states is made much smaller and is measured separately. Both states were computed variationally with polynomials in $r_1,r_2,r_{12}$ times exponentials, multiplied for the $P$ state by the position vector of one electron, and made symmetric under exchange of the electrons: 203 functions for $1\,^1S$ and 239 for $2\,^1P$. For each nuclear mass the Hamiltonian was diagonalized afresh. The amplitudes of $R_z$ and of $D=\partial_{z_1}+\partial_{z_2}$ were then integrated separately. Since $P_z=-iD$, the identity reads

$$-i\kappa\langle n|D|0\rangle=i\omega\langle n|R_z|0\rangle,\qquad \kappa=-\frac{\omega\langle n|R_z|0\rangle}{\langle n|D|0\rangle}.$$

For exact states $\kappa$ is the coefficient of $\mathbf P$ in the commutator. Computed in this way, it is a measurement of that coefficient in which the commutator result is not used. At infinite nuclear mass it must be 1, and any deviation is an error of the states. The value found is 1.0000000, and both forms give $f=0.2761647$.

**Q:** Now the helium-4 nucleus.

**A:** Its mass is $M=7294.30$, so $1+2/M=1.0002742$. The computed transition energy is 0.7797589 hartree, and the amplitudes have magnitudes $|\langle R_z\rangle|=0.4208046$ bohr and $|\langle D\rangle|=0.3280362$ per bohr. Therefore

$$\kappa=\frac{0.7797589\times0.4208046}{0.3280362}=1.000274 .$$

The reduced mass alone would require $1+1/M=1.000137$. For the oscillator strengths,

$$f_L=2\times0.7797589\times(0.4208046)^2=0.276154,$$

$$f_V=\frac{2\,(1.0002742\times0.3280362)^2}{0.7797589}=0.276154 .$$

With the factor $1+1/M$ the velocity form gives 0.276078 instead. Relative to $f_L$ this is too small by $2.74\times10^{-4}$, as $[(M+1)/(M+2)]^2$ requires.

**Q:** Could a larger basis not remove that difference as well?

**A:** The numerical output shows three basis sizes for helium-4. Here are the values of $f_V/f_L-1$, in units of $10^{-6}$:

| Functions ($S$, $P$) | factor $1+2/M$ | factor $1+1/M$ |
|---|---|---|
| 21, 31 | 3727 | 3452 |
| 80, 101 | 2.3 | −271.8 |
| 203, 239 | 0.1 | −274.0 |

With the full operator the difference tends to zero. With the incomplete one it settles at the predicted $-274.1$. Notice the first row: in the smallest basis the incomplete operator gives the better agreement. There the error of the states is positive and more than ten times larger than the missing term, which happens to reduce it. Close agreement in a small basis is therefore no argument for an operator.

**Q:** How does the error compare with the whole effect of the nuclear mass on this line?

**A:** It is about seven times larger. From infinite mass to helium-4, $f_L$ falls by a relative $3.9\times10^{-5}$. Two larger changes of opposite sign partly cancel. The transition energy falls from 0.7798813 to 0.7797589 hartree, a relative change of $-1.57\times10^{-4}$. The length amplitude rises from 0.4207797 to 0.4208046 bohr, which contributes $2\times0.59\times10^{-4}=1.18\times10^{-4}$ to its square. The sum is $-0.39\times10^{-4}$. A velocity calculation with $\mathbf P/\mu$ would report a fall of $3.1\times10^{-4}$, most of it produced by the missing commutator.

**Q:** I would be more easily convinced by a case in which the effect is not so small.

**A:** Take a model nucleus with $M=10$ and the same charge. The measured coefficient is

$$\kappa=\frac{0.7019834\times0.4402267}{0.2575310}=1.19998,$$

against $1+2/M=1.2$. The length form gives $f_L=0.27209$ and the full velocity form 0.27210. With the factor $1.1$ the velocity form gives 0.22864, which is 15.97 percent below $f_L$. The formula predicts $1-(11/12)^2=0.1597$.

**Q:** The agreement is less close than for helium-4. Why?

**A:** The coefficient is low by a relative $1.7\times10^{-5}$, while for helium-4 the deviation is about $5\times10^{-8}$, half the relative difference of the strengths in the last row of the table. The identity holds at every $M$ for exact eigenstates, so the remainder is an error of the computed states. The same basis does much better at $M=10$ when mass polarization is left out of $H$, so what it describes less well is the change that a strong mass polarization makes in the states. A distant electron moves about the centre of mass of the nucleus and the inner electron, so its angular factor is $\boldsymbol\rho_2=\mathbf r_2-\mathbf r_1/(M+1)$, which contains the position vector of the inner electron. In this basis the vector always belongs to the electron with the smaller exponent, so that part is described poorly. A basis that includes such functions gives 0.27183 in both forms and 0.22841 with the factor $1.1$. The value 0.27209 is thus too high by $2.6\times10^{-4}$, far more than the difference of $1\times10^{-5}$ between its two forms. That difference is no bound on the error of either strength, and I use the value only to three digits, as 0.272.

**Q:** You mention $M=10$ without mass polarization. That is my consistent calculation. What does it give?

**A:** The reduced mass is kept and $\mathbf p_1\cdot\mathbf p_2/M$ is removed from $H$. The measured coefficient falls to 1.1000, as the commutator with the remaining Hamiltonian requires. This control shows that the second $1/M$ comes from mass polarization. Your two forms now agree, both giving $f=0.30378$. The Hamiltonian with mass polarization gives about 0.272, so your value is too high by

$$\frac{0.304}{0.272}-1\approx0.12,$$

or about 12 percent, in spite of the agreement. If the factor $1.2$ were used with these states, the velocity form would give 0.36152 and the agreement would be lost, this time because the operator contains a term that the Hamiltonian lacks.

The same numbers show what happens if the energy alone is corrected. With $\omega_0=0.709$ and $\omega=0.702$ hartree, the ratio of velocity to length strength is $(\omega_0/\omega)^2=1.020$ for the operator $\mathbf P/\mu$. For the full operator it is $(12/11)^2\times1.020=1.214$. Here $\omega$ is the transition energy of the full Hamiltonian. With the first-order shift computed from the uncorrected states, $\omega=0.700$ hartree and the two ratios are 1.027 and 1.222.

**Q:** And the sum over final states?

**A:** The $P$ states of the finite basis, including those that stand for the continuum, give these sums at $M=10$: 2.4000 with mass polarization in $H$ and 2.2000 without it. The sum rule requires $2(1+2/10)=2.4$ and $2(1+1/10)=2.2$. For helium-4 the sum is 2.0005, and at infinite mass it is 2.0000.

**Q:** Then may I take 0.276154 as the oscillator strength of the real line?

**A:** Take it as a computed value for the nonrelativistic atom with a point nucleus, in the electric dipole approximation. Relativistic and radiative corrections, the size of the nucleus and the variation of the light field across the atom are left out. The digits quoted serve to compare two forms within this model. They do not state how accurately the model describes a measured line.

**Q:** So my operator was the correct one for a Hamiltonian I was not using.

**A:** Yes. In coordinates measured from the nucleus, when the states are eigenstates of a Hamiltonian that contains $\mathbf p_1\cdot\mathbf p_2/M$, the commutator of this term with $\mathbf R$ belongs in the velocity. In ordinary units the operator is

$$\mathbf W=\Big(\frac1{m_e}+\frac2{m_N}\Big)\mathbf P,$$

with electron mass $m_e$ and nuclear mass $m_N$. One of the two terms $1/m_N$ is contained in the reduced mass, and the other is the recoil that each electron causes in the motion of its partner relative to the nucleus.

## Computed values

```
He-4 nuclear mass = 7294.2995 electron masses
Model nuclear mass = 10.0 electron masses
Basis sizes: S 203, P 239 functions
M=inf: E(1 1S) = -2.90372437 hartree
M=inf: E(2 1P) = -2.12384308 hartree
M=inf: omega = 0.77988129 hartree
M=inf: |<R_z>| = 0.4207797 bohr
M=inf: |<d/dz1+d/dz2>| = 0.3281582 1/bohr
M=inf: measured coefficient = 1.0000000 (no unit)
M=inf: commutator coefficient = 1.0000000 (no unit)
M=inf: f length = 0.2761647 (no unit)
M=inf: f velocity, factor 1+1/M = 0.2761647 (no unit)
M=inf: f velocity, factor 1+2/M = 0.2761647 (no unit)
M=inf: sum of f over P states = 2.0000 (no unit)
He-4: E(1 1S) = -2.90330456 hartree
He-4: E(2 1P) = -2.12354565 hartree
He-4: omega = 0.77975890 hartree
He-4: |<R_z>| = 0.4208046 bohr
He-4: |<d/dz1+d/dz2>| = 0.3280362 1/bohr
He-4: measured coefficient = 1.0002741 (no unit)
He-4: commutator coefficient = 1.0002742 (no unit)
He-4: f length = 0.2761540 (no unit)
He-4: f velocity, factor 1+1/M = 0.2760783 (no unit)
He-4: f velocity, factor 1+2/M = 0.2761540 (no unit)
He-4: sum of f over P states = 2.0005 (no unit)
M=10: E(1 1S) = -2.63007313 hartree
M=10: E(2 1P) = -1.92808968 hartree
M=10: omega = 0.70198344 hartree
M=10: |<R_z>| = 0.4402267 bohr
M=10: |<d/dz1+d/dz2>| = 0.2575310 1/bohr
M=10: measured coefficient = 1.1999791 (no unit)
M=10: commutator coefficient = 1.2000000 (no unit)
M=10: f length = 0.2720882 (no unit)
M=10: f velocity, factor 1+1/M = 0.2286376 (no unit)
M=10: f velocity, factor 1+2/M = 0.2720977 (no unit)
M=10: sum of f over P states = 2.4000 (no unit)
M=10,no MP in H: E(1 1S) = -2.63974943 hartree
M=10,no MP in H: E(2 1P) = -1.93076644 hartree
M=10,no MP in H: omega = 0.70898299 hartree
M=10,no MP in H: |<R_z>| = 0.4628577 bohr
M=10,no MP in H: |<d/dz1+d/dz2>| = 0.2983257 1/bohr
M=10,no MP in H: measured coefficient = 1.0999999 (no unit)
M=10,no MP in H: commutator coefficient = 1.1000000 (no unit)
M=10,no MP in H: f length = 0.3037812 (no unit)
M=10,no MP in H: f velocity, factor 1+1/M = 0.3037812 (no unit)
M=10,no MP in H: f velocity, factor 1+2/M = 0.3615248 (no unit)
M=10,no MP in H: sum of f over P states = 2.2000 (no unit)
Coefficient, He-4 minus M=inf = 274.18 in 1e-6
2/M for He-4 = 274.19 in 1e-6
He-4 by basis size: f_velocity/f_length - 1, in 1e-6
S 21, P 31: with MP term 3726.83, without 3451.71
S 80, P 101: with MP term 2.25, without -271.84
S 203, P 239: with MP term 0.10, without -273.99
He-4 predicted error without MP term = -274.09 in 1e-6
He-4 change of f length from M=inf = -38.7 in 1e-6
M=10 error without MP term = -15.969 percent
```
